# Fermi-Level-Dependent Donor Solubility and the Effect of Compensating Acceptors

## 1. Definitions and conventions

A semiconductor crystal has $N_s$ substitutional sites per unit volume. It exchanges donor atoms with a reservoir, such as a gas or a second solid phase, which fixes the donor chemical potential $\mu$. "Solubility" means the equilibrium donor content at this $\mu$ and at temperature $T$.

A donor is either neutral or singly ionised. The symbols are

- $D_0$ and $D$: densities of neutral and ionised donors, with total $C_D=D_0+D$;
- $A$: density of acceptors, given in number and all ionised;
- $n$ and $p$: densities of electrons and holes;
- $E_F$: Fermi level, measured from the valence-band edge;
- $n_i$: carrier density of the intrinsic crystal.

Let $e_0$ be the free energy needed to replace a host atom by a neutral donor, apart from the donor's chemical potential and the entropy of placing donors on sites. Let $e_+ + E_F$ be the same quantity for an ionised donor. The term $+E_F$ appears because the released electron joins the electron system at the Fermi level. The degeneracies of the two states are $g_0$ and $g_+$.

The region is electrically neutral. The acceptors change neither $\mu$ nor, at this stage, the number of sites open to donors.

## 2. One site, few donors

Relative to a site holding a host atom, the statistical weights of the donor states are

$$z_0=g_0e^{(\mu-e_0)/kT},\qquad z_+=g_+e^{(\mu-e_+-E_F)/kT}.$$

If both are much smaller than 1, donors do not compete for sites, and

$$D_0=N_sz_0,\qquad D=N_sz_+.$$

The neutral density contains no $E_F$. The ionised density is proportional to $e^{-E_F/kT}$. Dividing the two and writing $E_D=e_0-e_+$ gives

$$\frac{D}{D_0}=\frac{g_+}{g_0}\,e^{(E_D-E_F)/kT},$$

$$C_D=D_0\left[1+\frac{g_+}{g_0}\,e^{(E_D-E_F)/kT}\right].$$

This is the Fermi-level-dependent solubility. At fixed $\mu$ the prefactor $D_0$ is a constant, so lowering $E_F$ raises the total. If $E_F$ lies far above $E_D$, most donors are neutral and the total hardly responds. If it lies far below, nearly the whole total varies as $e^{-E_F/kT}$.

The same reasoning covers larger defects. A complex that has given up $q$ electrons carries the factor $e^{-qE_F/kT}$. A dilute neutral complex therefore keeps its density when $E_F$ moves, provided the chemical potentials of all its constituents are fixed.

## 3. The simplest compensated crystal

Leave out holes for the moment and let the electrons obey Boltzmann statistics, so that $n\propto e^{E_F/kT}$. The Fermi level cancels in the product

$$nD=K,$$

where $K$ depends on $T$ and $\mu$ but not on $A$. Neutrality requires $n+A=D$. Substituting $n=D-A$ gives

$$D^2-AD-K=0,\qquad D=\frac A2+\sqrt{\frac{A^2}{4}+K}.$$

The other root is negative. Differentiating the quadratic at fixed $K$ gives $(2D-A)\,dD/dA=D$. Since $2D-A=D+n$,

$$\frac{dD}{dA}=\frac{D}{D+n}.$$

This lies between 0 and 1: each added acceptor brings in some donor content, but less than one donor. The electron density $n=D-A$ therefore falls.

Without acceptors $D=n=\sqrt K$, and the slope is $1/2$. The factor has a simple origin. A small fractional rise in $D$ requires an equal fractional fall in $n$. Since the two densities start equal, half of the added negative charge is balanced by new donors and half by lost electrons.

For $A\gg\sqrt K$, $D\simeq A+K/A$ and the slope approaches 1. In this limit $n\simeq K/A$ becomes very small. Holes eventually outnumber the electrons, and they can then no longer be omitted from the net doping, which is $D-A=n-p$.

## 4. Adding holes

For Boltzmann carriers $np=n_i^2$. Let $D_i$ be the ionised donor density at the given $\mu$ when $n=n_i$. Then

$$nD=n_iD_i,\qquad p=\frac{n_i^2}{n},\qquad n+A=p+D.$$

Inserting the first two relations in the third and multiplying by $n$ gives

$$n^2+An=n_i(n_i+D_i).$$

With

$$S=\sqrt{\frac{A^2}{4}+n_i(n_i+D_i)},$$

the positive root is $n=S-A/2$. To obtain $D=n_iD_i/n$, multiply numerator and denominator by $S+A/2$. The denominator becomes $S^2-A^2/4=n_i(n_i+D_i)$, and

$$D=f\left(\frac A2+S\right),\qquad f=\frac{D_i}{D_i+n_i}.$$

The slope follows from the fractional changes. At fixed $\mu$ and $T$, $dn/n=-dD/D$ and $dp/p=dD/D$. The differential of neutrality is

$$-n\frac{dD}{D}+dA=p\frac{dD}{D}+dD,$$

and therefore

$$\frac{dD}{dA}=\frac{D}{D+n+p}.$$

Differentiating the closed form instead gives $f[1/2+A/(4S)]$. This starts at $f/2$ for $A=0$ and rises towards $f$ for large $A$.

Two limits test the result. If $n_i\to0$ while $n_iD_i=K$ stays fixed, then $f\to1$ and Section 3 is recovered. If $D_i\ll n_i$, the donor is a trace impurity. Then

$$D\simeq\frac{D_i}{n_i}\left(\frac A2+\sqrt{\frac{A^2}{4}+n_i^2}\right)=D_i\frac{p}{n_i}.$$

The acceptors set the hole density, and the donor content follows it without much effect on the charge balance.

The crossing to p-type material occurs at $n=p=n_i$. There $D=D_i$, and neutrality gives $A=D_i$. For larger $A$ the donor content continues to rise, but the crystal is p-type.

Foreign donors, fully ionised and fixed in number, enter neutrality with the opposite sign. They are described by a negative $A$, and they reduce the solubility of the donor under study.

## 5. General carriers and occupied sites

The sign of the effect does not depend on Boltzmann statistics or on dilute donors. With $Z=1+z_0+z_+$, the occupied fractions are

$$\theta_+=\frac{z_+}{Z},\qquad \theta=\frac{z_0+z_+}{Z}=1-\frac1Z.$$

Only $z_+$ depends on $E_F$, with $dz_+/dE_F=-z_+/kT$. Therefore

$$\frac{d\theta_+}{dE_F}=-\frac{z_+}{kT}\,\frac{1+z_0}{Z^2}=-\frac{\theta_+(1-\theta_+)}{kT},$$

$$\frac{d\theta}{dE_F}=-\frac{z_+}{kT}\,\frac{1}{Z^2}=-\frac{\theta_+(1-\theta)}{kT}.$$

Let a prime denote a derivative with respect to $E_F$. Raising $E_F$ adds electrons and removes holes, so $n'>0$ and $p'<0$. Differentiating $n+A=p+D$, with $D=N_s\theta_+$, gives

$$\frac{dE_F}{dA}=-\frac{1}{n'-p'+D(1-\theta_+)/kT}<0.$$

Multiplying by $dC_D/dE_F=-D(1-\theta)/kT$ yields

$$\frac{dC_D}{dA}=\frac{D(1-\theta)}{kT(n'-p')+D(1-\theta_+)}>0.$$

Because $1-\theta\le1-\theta_+$, the slope is also below 1. The ionised part alone has slope $D(1-\theta_+)/[kT(n'-p')+D(1-\theta_+)]$, again below 1, so the net doping $D-A$ falls. For dilute donors and Boltzmann carriers, $kTn'=n$ and $kTp'=-p$, which returns the slope of Section 4.

A finite crystal provides a test in which no Fermi level is introduced. Take 4000 donor sites and two narrow bands of $B=3000$ states each, separated by $5kT$. A state with $j$ ionised donors, $p$ holes and $n=p+j-A$ electrons, all now plain numbers, has weight

$$\binom Bn e^{-5n}\binom Bp\binom{4000}{j}\,3.6^{\,j}\,(1.05)^{4000-j}.$$

The last factor sums over neutral donors with $z_0=0.05$. The sum runs up to 600 holes and 1600 ionised donors. The corresponding Fermi-level formula uses $z_+=3.6\,e^{-E_F/kT}$.

For 0, 300 and 600 acceptors the direct sum gives 580.0, 712.4 and 867.9 donors. The formula gives 580.2, 712.6 and 868.0. Slopes taken from sums with two acceptors more and two fewer agree with the formula to within 1%. Neutrality at fixed donor chemical potential thus produces the effect; attraction between donors and acceptors is not required.

## 6. Why the extra donors enter

Acceptors take up electrons and lower $E_F$. An entering donor then gives its electron to a lower level, which reduces the free energy of forming the ionised donor. More donors enter until their own electrons have partly restored the Fermi level. The restoration is incomplete: if $E_F$ returned to its old value, $D$ would return to its old value too, and neutrality would fail.

Fixed $\mu$ is essential. If the donor supply is closed, $C_D$ cannot rise. For dilute, fully ionised donors, constant $D$ then means constant $\mu-E_F$, so $\mu$ falls together with $E_F$. The result also needs modification if the acceptors dissolve in the reservoir phase, or form a new phase with the donors, and thereby change $\mu$.

## 7. Antimony and boron in silicon

Consider silicon at $T=1273$ K, where $kT=0.1097$ eV, with antimony as donor and boron as acceptor. Such a layer might later receive a metal contact. The parameters are rough: a gap of 0.75 eV, density-of-states masses of $1.1m_e$ for both bands, and an antimony solubility of $D_{\rm ref}=4.0\times10^{19}$ cm$^{-3}$ without boron. The masses give $N_c=N_v=2.53\times10^{20}$ cm$^{-3}$ for the effective densities of band states, and

$$n_i=N_ce^{-0.75/(2\times0.1097)}=8.29\times10^{18}\ {\rm cm^{-3}}.$$

All antimony is first taken as ionised. Without boron, $n-n_i^2/n=D_{\rm ref}$, or $n^2-D_{\rm ref}n-n_i^2=0$. Hence

$$n_{\rm ref}=\frac{D_{\rm ref}}2+\sqrt{\frac{D_{\rm ref}^2}{4}+n_i^2}=4.165\times10^{19}\ {\rm cm^{-3}},$$

$$D_i=\frac{D_{\rm ref}n_{\rm ref}}{n_i}=2.01\times10^{20}\ {\rm cm^{-3}},\qquad f=0.960.$$

Now add $A=4.0\times10^{19}$ cm$^{-3}$ of boron at the same $T$ and $\mu$. The root is $S=4.62\times10^{19}$ cm$^{-3}$, so

$$D=0.960\,(2.00+4.62)\times10^{19}=6.36\times10^{19}\ {\rm cm^{-3}}.$$

The antimony content rises by 59%, while the net doping falls by 41% to $2.36\times10^{19}$ cm$^{-3}$. The Fermi level drops by 50.8 meV, and $e^{50.8/109.7}=1.59$ reproduces the rise.

In units of $10^{19}$ cm$^{-3}$, except for the slope:

| $A$ | $D$ | $D-A$ | $dD/dA$ |
|---:|---:|---:|---:|
| 0 | 4.00 | 4.00 | 0.48 |
| 1 | 4.51 | 3.51 | 0.54 |
| 2 | 5.07 | 3.07 | 0.59 |
| 4 | 6.36 | 2.36 | 0.69 |
| 8 | 9.39 | 1.39 | 0.81 |

With $2\times10^{19}$ cm$^{-3}$ of foreign donors instead of boron, the antimony content falls to $3.15\times10^{19}$ cm$^{-3}$.

If the dopants are frozen in on cooling and remain active, the net doping also gives the room-temperature electron density. Compensation has then increased the amount of antimony but reduced the electron supply to the contact.

## 8. Size of the neglected effects

Each estimate below keeps the antimony content without boron at $4.0\times10^{19}$ cm$^{-3}$ and changes one assumption at $A=4.0\times10^{19}$ cm$^{-3}$. The basic value for comparison is $6.36\times10^{19}$ cm$^{-3}$. The corrections are not additive.

**Carrier statistics and intrinsic density.** Fermi-Dirac carriers give $6.40\times10^{19}$ cm$^{-3}$. Halving or doubling $n_i$ gives 6.44 or $6.10\times10^{19}$ cm$^{-3}$.

**Neutral donors.** A bound level 0.04 eV below the conduction band, counted with its two spin states only, would hold $1.06\times10^{19}$ cm$^{-3}$ neutral donors, with a total of $6.40\times10^{19}$ cm$^{-3}$. The total is nearly unchanged because two effects oppose each other: the neutral part does not respond, but the smaller ionised part rises by a larger fraction for the same $A$. It goes from $2.94$ to $5.34\times10^{19}$ cm$^{-3}$, a rise of 82% instead of 59%. Silicon has six conduction-band valleys. If all of them contributed bound states at this energy, the degeneracy would be 12 and the neutral part about $2.3\times10^{19}$ cm$^{-3}$, but the total would still be near $6.35\times10^{19}$ cm$^{-3}$. Screening makes such a level doubtful. In the layer with boron, the carrier screening length is 1.57 nm and the donor Bohr radius, for a mass of $0.3m_e$, is 2.06 nm. Their ratio is 0.76, whereas a screened Coulomb potential needs about 0.84 to bind a state. A mass of $0.4m_e$, for which the unscreened binding energy is 0.04 eV, gives a ratio of 1.01. A state then exists, but it is bound by only about 1 meV, far less than $kT$. Without boron the Boltzmann screening length is 1.28 nm. The lighter mass then gives no bound state (ratio 0.62). The heavier mass lies at the threshold: the ratio is 0.83 with Boltzmann carriers and 0.85 with Fermi-Dirac carriers, so whether a state exists depends on the screening model.

**Neutral acceptors.** Boron has been taken as fully ionised. An unscreened acceptor level 0.045 eV above the valence band, with degeneracy 4, would leave about 6% of it neutral and give $6.2\times10^{19}$ cm$^{-3}$ of antimony.

**Coulomb correlation.** The Debye-Hückel limit gives $7.1\times10^{19}$ cm$^{-3}$, 12% above the basic value. Its screening length, 0.68 nm, is shorter than the 1.12 nm at which two unit charges interact with energy $kT$. The theory is therefore outside its strict range, and the figure indicates size only. It holds for point charges; a distance of closest approach of 0.3 nm lowers the correction to about 5%, and one of 0.6 nm to about 3%.

**Donor-acceptor pairs.** Let $P$ be the density of neutral nearest-neighbour pairs. Free acceptors number $A-P$, so neutrality reads $D+P=A+n-p$. Pairing removes free acceptors, which raises $n$ and lowers $p$; the total donor content $D+P$ must increase. The Coulomb energy of two point charges at the bond length of 0.235 nm, with the bulk permittivity and no carrier screening, is 0.52 eV. It gives $6.8\times10^{19}$ cm$^{-3}$, of which $1.4\times10^{19}$ cm$^{-3}$ is paired. This is not an upper bound. Counting the farther neighbour shells out to 0.54 nm in the same way gives $7.0\times10^{19}$ cm$^{-3}$, and a nearest-neighbour binding of 0.7 eV would give $7.4\times10^{19}$ cm$^{-3}$.

**Sites and elasticity.** Boron blocks 0.08% of the sites. For a bulk modulus $M$ and a volume misfit $v$ of equal size for both dopants, suppressing the dilation $Av$ would take a pressure of size $MAv$, which sets an energy scale $MAv^2$ per donor. With 98 GPa and an assumed misfit of 10 Å$^3$ this is 2.4 meV, about 2% of $kT$; a larger misfit raises it as $v^2$.

**The region near an interface.** Suppose an interface is already present at 1273 K, while the donors are mobile. Let it bend the bands upward by a small energy $U$, with $E_F$ constant. Electrons then change by the factor $e^{-U/kT}$, and holes and mobile ionised donors by $e^{U/kT}$. The acceptors are first taken as fixed. The charge density changes by $e(n+p+D)U/kT$, and Poisson's equation becomes

$$\frac{d^2U}{dx^2}=\frac{U}{\lambda^2},\qquad \lambda=\sqrt{\frac{\varepsilon kT}{e^2(n+p+D)}},$$

with $kT$ in joules here. For the example $\lambda=0.88$ nm. Boron, however, is also mobile in silicon at this temperature. If it redistributes too, $A$ is added to $n+p+D$ and $\lambda=0.73$ nm. Both values are shorter than the mean donor spacing of about 2.5 nm, so they indicate size only. In this description $\lambda$ is the decay length of the weak outer part of the bending; a bending much larger than $kT$ needs the nonlinear equation. A contact made later, when the donors are frozen in, is not described by this $\lambda$. The neutral result applies several $\lambda$ beyond the strongly bent region.

**Comparison with a real layer.** A solubility of a few times $10^{19}$ cm$^{-3}$ is a reasonable rough value for antimony in silicon near this temperature. Boron at the same density is heavy compensation, chosen to make the effect clear. The assumption most at risk in a device is equilibrium with a donor reservoir: an implanted layer given a short anneal may have a nearly closed donor supply. In the limiting case of a closed supply and full activation, antimony would stay at $4.0\times10^{19}$ cm$^{-3}$ and the same boron density would reduce the net doping to zero, instead of $2.36\times10^{19}$ cm$^{-3}$. Inactive antimony clusters formed on cooling would lower the net doping further, whereas loss of active boron would raise it; neither is estimated here. Most of the computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
Finite crystal: acceptors, donors (exact sum), donors (formula), slope
     0    580.03    580.17  0.3970
   300    712.43    712.55  0.4831
   600    867.92    868.01  0.5494
Temperature 1273 K, kT 0.10970 eV, gap 0.75 eV
DOS mass 1.1 m_e, permittivity 11.7, sites 5.0e+22 cm^-3
Band density of states N_c = N_v: 2.531e+20 cm^-3
Intrinsic density n_i: 8.291e+18 cm^-3
Donor solubility without acceptors: 4.00e+19 cm^-3
Intrinsic-condition solubility D_i: 2.009e+20 cm^-3, f 0.9604
A, donors D, net D-A, electrons n, holes p (cm^-3), slope dD/dA
  -2.00e+19 3.153e+19 5.153e+19 5.283e+19 1.301e+18 0.3681
   0.00e+00 4.000e+19 4.000e+19 4.165e+19 1.650e+18 0.4802
   1.00e+19 4.509e+19 3.509e+19 3.695e+19 1.860e+18 0.5374
   2.00e+19 5.074e+19 3.074e+19 3.283e+19 2.094e+18 0.5923
   4.00e+19 6.358e+19 2.358e+19 2.620e+19 2.623e+18 0.6880
   8.00e+19 9.387e+19 1.387e+19 1.775e+19 3.873e+18 0.8128
Slope limits: 0.4802 at A=0, 0.9604 at A=1e22
At A = 4.0e+19: donors up 59.0 %, net doping down 41.0 %
Fermi-level shift: -50.8 meV
Donors at A = 4.0e+19 cm^-3, with one change at a time (cm^-3):
  basic model                    6.358e+19
  Fermi-Dirac carriers           6.402e+19 (slope 0.6954)
  bound neutral donors kept      6.402e+19 (neutral 1.058e+19)
  Debye-Hueckel correlation      7.105e+19
  nearest-neighbour pairs        6.825e+19 (pairs 1.364e+19)
  n_i halved                     6.442e+19
  n_i doubled                    6.102e+19
Pair binding, unscreened at 0.235 nm: 0.524 eV
Bound-donor inputs: binding 0.04 eV, mass 0.3
Carrier screening length 1.57 nm, donor Bohr radius 2.06 nm
Their ratio 0.760; bound state needs more than 0.840
Bjerrum length 1.122 nm, Debye-Hueckel length 0.680 nm
Sites blocked by acceptors: 0.080 %
Elastic inputs: 98 GPa, 10 cubic angstrom
Elastic interaction scale: 2.45 meV
Screening length with mobile donors: 0.88 nm
```
